# Li's inverse factorisation rule and transverse-magnetic lamellar gratings

## 1. Definitions and conventions

The permittivity $\varepsilon(x)$ is piecewise constant with period $\Lambda$, and $a=1/\varepsilon$. Its jumps are called walls. With $G=2\pi/\Lambda$,

$$f(x)=\sum_n f_n e^{inGx},\qquad f_n=\frac1\Lambda\int_0^\Lambda f\,e^{-inGx}dx,\qquad \|f\|^2=\sum_n|f_n|^2 .$$

$P$ keeps the harmonics $|n|\le M$, and $Q=1-P$ keeps the rest. $T(f)$ is the matrix with elements $f_{n-m}$, $|n|,|m|\le M$; equivalently $T(f)=PfP$.

At a wall the normal displacement $D=\varepsilon E$ is continuous, while $E=aD$ jumps. $D$ is assumed smooth between walls; its slope may jump. Given the harmonics $PE$, two truncated products are possible:

$$D^{\rm dir}=T(\varepsilon)\,PE,\qquad D^{\rm inv}=T(1/\varepsilon)^{-1}PE .$$

The first is the direct (Laurent) rule, the second Li's inverse rule. Without truncation they agree, because multiplication by $a$ and by $\varepsilon$ are inverse operations. The task is to find what truncation does to each.

## 2. Harmonics of a function with jumps

Let $\Delta_jg=g(x_j^+)-g(x_j^-)$. Integration by parts on each smooth piece leaves $g\,e^{-imGx}/(-imG)$ at the ends. The two pieces meeting at $x_j$ together contribute $\Delta_jg\,e^{-imGx_j}/(imG)$. Dividing by $\Lambda$,

$$g_m=\frac{1}{2\pi i m}\sum_j\Delta_jg\;e^{-imGx_j}+O(m^{-2}).$$

For continuous $D$ apply this to $D'$, whose harmonics are $imG\,D_m$:

$$D_m=\frac{\Lambda}{(2\pi i m)^2}\sum_j\Delta_jD'\,e^{-imGx_j}+O(m^{-3}).$$

So $E_m$ falls as $1/m$ and $D_m$ at least as fast as $1/m^2$. Summing squares over $|m|>M$ gives $\|QE\|=O(M^{-1/2})$ and $\|QD\|=O(M^{-3/2})$.

## 3. The direct rule fails at the wall

The exact product is $D_n=\sum_m\varepsilon_{n-m}E_m$ over all $m$. Hence

$$D^{\rm dir}_n=D_n-R_n,\qquad R_n=\sum_{|m|>M}\varepsilon_{n-m}E_m\quad(|n|\le M).$$

In the mean this is harmless: $\|R\|=\|P\varepsilon QE\|\le\max|\varepsilon|\,\|QE\|=O(M^{-1/2})$.

Now put the origin at one wall and evaluate $\sum_nR_n$, the error there. The jumps of that wall give, with $(2\pi i)^{-2}=-1/4\pi^2$,

$$\sum_nR_n\simeq-\frac{\Delta\varepsilon\,\Delta E}{4\pi^2}\sum_{|n|\le M}\ \sum_{|m|>M}\frac1{(n-m)m}.$$

Changing the signs of both $n$ and $m$ leaves the summand unchanged, so the double sum is $-2\sum_n\sum_{m>M}1/[m(m-n)]$. Set $n=M\nu$, $m=M\mu$. The summand is positive and monotonic in each index, and the row nearest the corner $n=m=M$ contributes only $O(\ln M/M)$. The sum therefore tends to an integral. Partial fractions give

$$\int_1^\infty\frac{d\mu}{\mu(\mu-\nu)}=\frac1\nu\Big[\ln\frac{\mu-\nu}{\mu}\Big]_1^\infty=-\frac{\ln(1-\nu)}{\nu}=\sum_{k\ge1}\frac{\nu^{k-1}}{k}.$$

Over $-1<\nu<1$ only odd $k$ survive:

$$\int_{-1}^{1}-\frac{\ln(1-\nu)}\nu\,d\nu=\sum_{k\ \rm odd}\frac2{k^2}=\frac{\pi^2}4 .$$

The double sum tends to $-\pi^2/2$, and $\sum_nR_n\to\Delta\varepsilon\,\Delta E/8$.

The other contributions vanish. If the jump of $\varepsilon$ belongs to another wall, the sum over $n$ carries an oscillating phase. Partial summation bounds it by $C/(m-M)$, and $\sum_{m>M}C/[m(m-M)]=O(\ln M/M)$. If only the jump of $E$ belongs to another wall, the sum over $m$ oscillates and is bounded by $C/[M(M+1-n)]$; summing over $n$ again gives $O(\ln M/M)$. The $O(m^{-2})$ part of $E_m$ gives the same order.

Let $\varepsilon_1,\varepsilon_2$ be the values on the two sides. Continuity of $D$ gives

$$\Delta E=D\Big(\frac1{\varepsilon_2}-\frac1{\varepsilon_1}\Big)=-\frac{D\,\Delta\varepsilon}{\varepsilon_1\varepsilon_2},$$

and therefore

$$\boxed{D^{\rm dir}(\text{wall})\to D\left[1+\frac{(\varepsilon_2-\varepsilon_1)^2}{8\,\varepsilon_1\varepsilon_2}\right]}$$

More harmonics narrow the faulty region but do not remove the error at the wall.

## 4. The inverse rule converges uniformly

By definition $T(a)D^{\rm inv}=PE$. Split the exact field as $D=PD+QD$:

$$PE=PaD=T(a)PD+PaQD .$$

Subtraction gives

$$T(a)\,(D^{\rm inv}-PD)=P\,a\,QD. \tag{1}$$

The source of error is now the small tail of $D$, not that of $E$. It remains to bound the inverse matrix. For a vector $v$ of unit norm with harmonics $|n|\le M$,

$$v^\dagger T(a)v=\frac1\Lambda\int_0^\Lambda a(x)|v(x)|^2dx .$$

This is a weighted mean of the values of $a$, so it lies in their convex hull. Let $d$ be the distance of the origin from that hull. If $d>0$, then $\|T(a)v\|\ge|v^\dagger T(a)v|\ge d$. The matrix is invertible with $\|T(a)^{-1}\|\le1/d$, and (1) yields

$$\boxed{\|D^{\rm inv}-PD\|\le\frac{\max|a|}{d}\,\|QD\|=O(M^{-3/2})}$$

A sum of $2M+1$ harmonics is at most $\sqrt{2M+1}$ times its norm, so this difference is $O(1/M)$ at every $x$. The omitted part obeys $\sum_{|m|>M}|D_m|=O(1/M)$ as well. Convergence is thus uniform, walls included. For positive $\varepsilon$ the prefactor is $\varepsilon_{\max}/\varepsilon_{\min}$.

**When the condition fails.** For two materials the hull is the segment from $1/\varepsilon_1$ to $1/\varepsilon_2$. It contains the origin when both permittivities are real and of opposite sign. Take $\varepsilon=\pm1$ with equal widths and the origin at a wall. Then $a$ is odd, $a_{-n}=-a_n$, and $T(a)$ is antisymmetric of odd size $2M+1$. Its determinant equals minus itself and vanishes for every $M$: the inverse rule does not exist. Absorption in one of the materials moves the segment off the origin, though $d$ may remain small.

## 5. How the two matrices differ

Let $\varepsilon$ be positive. For $g=Pg$ solve $a(u+w)=g$ with $u=Pu$, $w=Qw$. In blocks,

$$a_{PP}u+a_{PQ}w=g,\qquad a_{QP}u+a_{QQ}w=0 .$$

The second equation gives $w=-a_{QQ}^{-1}a_{QP}u$. Since $u+w=\varepsilon g$, also $u=T(\varepsilon)g$. Inserting $w$ in the first equation,

$$T(a)-T(\varepsilon)^{-1}=a_{PQ}\,a_{QQ}^{-1}\,a_{QP}\equiv N\ \ge0. \tag{2}$$

The values of $a_{QQ}$ lie between $a_{\min}$ and $a_{\max}$, so for $h=Ph$

$$\frac{\|Qah\|^2}{a_{\max}}\le h^\dagger Nh\le\frac{\|Qah\|^2}{a_{\min}} . \tag{3}$$

Let $h$ tend to a continuous, piecewise smooth function that does not vanish at the walls, with an error in norm that falls faster than $M^{-1/2}$. The limit of $ah$ jumps at the walls, so $\|Qah\|^2$, and with it $h^\dagger Nh$, is of order $1/M$.

## 6. Equations of the grating layer

The grooves run along $y$, $z$ points down into the layer, and the walls are vertical. Fields vary as $e^{-i\omega t}$, $k_0=\omega/c=2\pi/\lambda$, and $E$ is divided by the vacuum impedance. In transverse-magnetic polarisation the components are $H=H_y$, $E_x$ and $E_z$. Since $(\nabla\times\mathbf H)_x=-\partial_zH$ and $(\nabla\times\mathbf H)_z=\partial_xH$, Maxwell's equations read

$$\partial_zH=ik_0\,\varepsilon E_x,\qquad \partial_xH=-ik_0\,\varepsilon E_z,\qquad \partial_zE_x-\partial_xE_z=ik_0H .$$

At incidence angle $\theta$ from vacuum the harmonics are $e^{ik_0k_mx}$ with $k_m=\sin\theta+m\lambda/\Lambda$. The common factor $e^{ik_0x\sin\theta}$ does not affect the factorisation. Let $k$ be the diagonal matrix of the $k_m$, and $h,e_x,e_z$ the vectors of harmonics.

$E_x$ is normal to the walls, so $\varepsilon E_x$ is continuous and takes the inverse rule: $\partial_zh=ik_0T(a)^{-1}e_x$. $E_z$ is tangential and continuous. Its tail is already small, so $\varepsilon E_z$ takes the direct rule: $kh=-T(\varepsilon)e_z$, or $e_z=-T(\varepsilon)^{-1}kh$. The third equation becomes

$$\partial_ze_x=ik_0h+ik_0k\,e_z=ik_0\left[1-kT(\varepsilon)^{-1}k\right]h .$$

Differentiate $T(a)\partial_zh=ik_0e_x$ once more and insert $h\propto e^{ik_0qz}$. Both sides carry $-k_0^2$, which cancels:

$$\boxed{\left[1-kT(\varepsilon)^{-1}k\right]h=q^2\,T(1/\varepsilon)\,h} \tag{4}$$

The direct rule for $E_x$ would put $T(\varepsilon)^{-1}$ on the right. The inverse rule for $E_z$ would put $kT(1/\varepsilon)k$ on the left, which is wrong because $\varepsilon E_z$ jumps.

**Short-period limit.** Let $\Lambda/\lambda\to0$ at fixed $M$. For $m\ne0$, $k_m$ diverges, and finite fields require $e_{z,m}\to0$. Then $kh=-T(\varepsilon)e_z$ gives $h_m\to0$ for $m\ne0$ and $\sin\theta\,h_0=-\langle\varepsilon\rangle e_{z,0}$. The zeroth row of (4) becomes

$$1-\frac{\sin^2\theta}{\langle\varepsilon\rangle}=q^2\Big\langle\frac1\varepsilon\Big\rangle .$$

This is a uniaxial medium with the harmonic mean across the walls and the arithmetic mean along them. The inverse form gives it at every $M$. The direct form replaces $\langle1/\varepsilon\rangle$ by the central element of $T(\varepsilon)^{-1}$, which at $M=0$ is $1/\langle\varepsilon\rangle$; by (2) and (3) it reaches the correct value as $M\to\infty$.

## 7. Errors of the eigenvalues

**Direct form.** For positive $\varepsilon$ the bracket $B$ in (4) is Hermitian, and the largest $q^2$ is the maximum of $h^\dagger Bh/h^\dagger Wh$, with $W$ the matrix on the right. By (2) the direct form has the smaller $W$, so a positive largest $q^2$ is not lowered. Multiply the direct equation by $h_{\rm inv}^\dagger$, and the adjoint of the inverse equation by $h_{\rm dir}$. Equating the two values of $h_{\rm inv}^\dagger Bh_{\rm dir}$,

$$(q^2_{\rm dir}-q^2_{\rm inv})\,h_{\rm inv}^\dagger T(\varepsilon)^{-1}h_{\rm dir}=q^2_{\rm inv}\,h_{\rm inv}^\dagger Nh_{\rm dir}.$$

To leading order the two vectors coincide, and the relative shift is $h^\dagger Nh/h^\dagger T(a)h$, of order $1/M$.

**Inverse form.** Write $\kappa=-(i/k_0)\partial_x$, $u=E_z$, and $\langle f,g\rangle$ for the mean of $f^*g$ over a period. The exact mode obeys $H+\kappa u=q^2aH$ and $\kappa H+\varepsilon u=0$. The truncated pair $(h,v)$ obeys $h+\kappa v=q_M^2Pah$ and $\kappa h+P\varepsilon v=0$. Project the exact equations on $h$ and $v$, the truncated ones on $H$ and $u$, and add within each pair:

$$\langle h,H\rangle+\langle h,\kappa u\rangle+\langle v,\kappa H\rangle+\langle v,\varepsilon u\rangle=q^2\langle h,aH\rangle,$$

$$\langle h,H\rangle+\langle v,\kappa H\rangle+\langle h,\kappa u\rangle+\langle v,\varepsilon Pu\rangle=q_M^2\langle h,aPH\rangle .$$

Subtracting, with $PH=H-QH$,

$$(q_M^2-q^2)\langle h,aH\rangle=q_M^2\langle Qah,QH\rangle-\langle Q\varepsilon v,Qu\rangle .$$

In each term on the right a $1/m$ tail meets a $1/m^2$ tail. For one wall the product is odd in $m$ and cancels between $\pm m$; for two different walls it oscillates. Both leave $O(M^{-3})$. Replacing $h,v$ by $H,u$ in the tails costs $O(M^{-3})$ too, if the mode itself converges as $M^{-3/2}$. That rate is assumed here, not proved.

## 8. Reflectance and an exact reference

Let the columns of $W_h$ be the eigenvectors, $q$ the diagonal matrix with ${\rm Im}\,q\ge0$, $X=e^{ik_0qL}$ for depth $L$, and $V=T(a)W_hq$. Let $Y$ and $Y_s$ be the diagonal matrices of $\sqrt{\varepsilon_b-k_m^2}/\varepsilon_b$ for vacuum and substrate. With downward and upward amplitudes $c^\pm$ and incident vector $\delta$, continuity of $H$ and $E_x$ reads

$$\delta+r=W_h(c^++Xc^-),\qquad Y(\delta-r)=V(c^+-Xc^-),$$
$$t=W_h(Xc^++c^-),\qquad Y_st=V(Xc^+-c^-).$$

Eliminating $r$ and $t$ leaves linear equations for $c^\pm$:

$$(YW_h+V)c^++(YW_h-V)Xc^-=2Y\delta,$$
$$(Y_sW_h-V)Xc^++(Y_sW_h+V)c^-=0 .$$

The modes are also known without a Fourier series. With $\beta_i=k_0\sqrt{\varepsilon_i-q^2}$, the continuous pair $(H,H'/\varepsilon)$ crosses a region of width $d_i$ by

$$\begin{pmatrix}\cos\beta_id_i&(\varepsilon_i/\beta_i)\sin\beta_id_i\\-(\beta_i/\varepsilon_i)\sin\beta_id_i&\cos\beta_id_i\end{pmatrix}.$$

The product over one period has determinant 1 and eigenvalues $e^{\pm i\phi}$, $\phi=k_0\Lambda\sin\theta$. Half its trace gives

$$\cos\phi=\cos\beta_1d_1\cos\beta_2d_2-\frac12\Big(\frac{\varepsilon_2\beta_1}{\varepsilon_1\beta_2}+\frac{\varepsilon_1\beta_2}{\varepsilon_2\beta_1}\Big)\sin\beta_1d_1\sin\beta_2d_2 .$$

Matching these modes to plane waves by numerical overlap integrals gives a reference reflectance.

## 9. Worked example

The parameters are round model values: period 400 nm, ridge width 160 nm, depth 200 nm, $\varepsilon=12$ in ridge and substrate, 1 in the grooves, $\theta=20^\circ$, $\lambda=600$ nm. In vacuum $k_{-1}=0.342-1.5=-1.158$ is evanescent, so only the zeroth order is reflected.

**A prescribed field.** With $\xi=x/\Lambda$, take $D=1+3\xi(0.4-\xi)$ in the ridge and $1+2(\xi-0.4)(1-\xi)$ in the groove. It equals 1 at both walls and has kinks there. The predicted direct value is $1+11^2/(8\cdot12)=2.260$. The computed one is 2.302 at $M=80$ and 2.273 at $M=320$; the inverse rule gives 1.0012 and 1.0003. Between these truncations the rms errors vary as $M^{-0.52}$ (direct) and $M^{-1.51}$ (inverse), close to the derived powers.

For a lossy metal-like ridge, $\varepsilon=-10+i$, the predicted direct value is $-0.51+0.12i$: even the sign of the real part is wrong. At $M=320$ the direct rule gives $-0.527+0.125i$, the inverse rule 1 to within $10^{-3}$. The hull distance is 0.009 and the least singular value at $M=80$ is 0.022, in accord with the bound. The least singular value varies with $M$ and can come much closer to the hull distance at other truncations.

**The largest eigenvalue.** The exact value is $q^2=8.72299$. Errors are computed minus exact:

| $M$ | inverse | direct | wrong rule on $E_z$ |
|---|---|---|---|
| 20 | $-1.3\times10^{-3}$ | $1.7\times10^{-2}$ | $-0.18$ |
| 40 | $-1.8\times10^{-4}$ | $8.5\times10^{-3}$ | $-0.090$ |
| 160 | $-2.9\times10^{-6}$ | $2.1\times10^{-3}$ | $-0.022$ |

From $M=80$ to 160 the fitted powers are $-2.98$ and $-1.00$ for the first two columns. These $M$ are multiples of 5, so with a fill of 0.4 the oscillating term from the two walls has the same phase in every row. For $M=80$ to 84, $M^3$ times the inverse error varies between $-10.6$ and $-14.4$, and a power fitted between other pairs ranges from $-2.55$ ($M=82$ to 163) to $-3.26$ ($M=83$ to 160); the direct power stays within 0.01 of $-1$. The shift formula can be checked at $M=40$. For the mode normalised to $h^\dagger T(a)h=1$, $h^\dagger Nh=9.6\times10^{-4}$, which predicts a shift of $8.72\times9.6\times10^{-4}=8.4\times10^{-3}$. The computed difference is $8.5\times10^{-3}+0.2\times10^{-3}=8.7\times10^{-3}$. In the exact identity of Section 7, setting $h_{\rm dir}=h_{\rm inv}$ would change this estimate by only 0.1%, so the few per cent left over come from the difference of the two vectors.

**The reflectance.** The modal reference with 121 modes is 0.12632; going from 81 to 121 modes changes it by $3\times10^{-5}$, and it is not yet converged at that level: the inverse form gives 0.126363 at $M=160$ and 0.126365 at $M=280$, so the converged value is about $4\times10^{-5}$ higher and rounds to 0.1264. At $M=10$ the inverse form gives 0.1255 and the direct form 0.1333, relative errors of about 0.7% and 6% against the converged value. In complex amplitude the inverse form at $M=5$ (error 0.004) is closer to the reference than the direct form at $M=40$ (0.0052). The $M^{-3}$ law is not claimed for the reflectance: it concerns one mode, whereas the total field may be singular at the ridge edges.

**The ridge width.** Noise-free modal reflectances at nine wavelengths from 600 to 1000 nm were fitted with $M=10$, the width being the only free parameter. The inverse form returns 159.8 nm, a bias of $-0.2$ nm. The direct form returns 161.1 nm, a bias of $+1.1$ nm or 0.7% of the width, and its rms misfit in reflectance is $2.8\times10^{-3}$ against $2.2\times10^{-4}$. The smaller misfit is sensitive to the residual error of the modal data: with data from the inverse form at $M=120$ it is $2.5\times10^{-4}$, while both biases are unchanged. These biases belong to this geometry and spectrum.

**Weak contrast.** The limit of the direct rule's wall error as $M\to\infty$ is quadratic in $\Delta\varepsilon$. For a contrast of $10^{-5}$, typical in size for X-rays, this limit is $10^{-10}/8\approx1.3\times10^{-11}$ relative to $D$. The choice of rule then has no practical effect on the field at the wall; in the optical example it changes the width fitted with $M=10$ by 1.3 nm.

## Numbers as computed

```
period 400 nm, ridge width 160 nm, depth 200 nm
eps ridge 12, groove 1, substrate 12
angle 20 deg, wavelength 600 nm
dielectric: ridge eps = 12.0, true D at wall = 1
  direct rule at wall, predicted limit: 2.2604
  M=80: wall D direct 2.3019, inverse 1.00118
  M=320: wall D direct 2.2730, inverse 1.00030
  rms error M=320: direct 7.427e-02, inverse 1.701e-05
  rms error power of M: direct -0.516, inverse -1.509
  hull distance 0.08333, least singular value (M=80) 0.08333
lossy metal-like: ridge eps = (-10+1j), true D at wall = 1
  direct rule at wall, predicted limit: -0.5124+0.1238j
  M=80: wall D direct -0.5589+0.1277j, inverse 1.00446-0.00130j
  M=320: wall D direct -0.5267+0.1250j, inverse 0.99955-0.00044j
  hull distance 0.00901, least singular value (M=80) 0.02169
eps=-1 and 1, half filling, M=20: singular value below 1e-12: True
wall error of direct rule at contrast 1e-05: 1.25e-11
exact q^2, first five modes: 8.72299, 1.38673, 0.20188, -2.39381, -5.69424
M=20: q^2 error inverse -1.34e-03, direct 1.70e-02, wrong rule on E_z -1.84e-01
M=40: q^2 error inverse -1.79e-04, direct 8.53e-03, wrong rule on E_z -9.03e-02
M=80: q^2 error inverse -2.30e-05, direct 4.26e-03, wrong rule on E_z -4.49e-02
M=160: q^2 error inverse -2.92e-06, direct 2.13e-03, wrong rule on E_z -2.24e-02
q^2 error power of M, M=80 to 160: inverse -2.98, direct -1.00
M=40 matrix gap on top mode: 4.217e-04 <= 9.635e-04 <= 5.060e-03
modal reflectance, 121 modes: 0.12632; 81 modes: 0.12629
M=5: reflectance inverse 0.12367, direct 0.14022; amplitude error 3.9e-03, 3.5e-02
M=10: reflectance inverse 0.12551, direct 0.13334; amplitude error 1.2e-03, 1.9e-02
M=20: reflectance inverse 0.12614, direct 0.12996; amplitude error 3.2e-04, 1.0e-02
M=40: reflectance inverse 0.12631, direct 0.12821; amplitude error 6.2e-05, 5.2e-03
fit: 9 wavelengths, 600 to 1000 nm, M=10
inverse rule: fitted width 159.77 nm, bias -0.23 nm, rms misfit 2.2e-04
direct rule: fitted width 161.09 nm, bias 1.09 nm, rms misfit 2.8e-03
```
